# Polarized Compton scattering and the modulation of a Compton polarimeter

**Q.** You want to calculate Compton scattering with both polarizations obeying \(\epsilon\cdot p=0\). The electron momentum \(p\) has nothing to do with the photons. Why may it dictate their polarizations?

**A.** Because a polarization vector is defined only up to a multiple of its photon's momentum. To prove that I need the amplitude, so first the setting.

A photon of energy \(\omega\) and direction \(\mathbf n\) hits a free, unpolarized electron at rest. It leaves with energy \(\omega'\) and direction \(\mathbf n'\), at angle \(\theta\) to \(\mathbf n\). The final electron spin is not observed. I use atomic units, \(\hbar=m=e=1\) and \(c=1/\alpha\), the metric \((+,-,-,-)\), and momenta

\[
p=(c,\mathbf 0),\quad k=\frac{\omega}{c}(1,\mathbf n),\quad k'=\frac{\omega'}{c}(1,\mathbf n'),\quad p'=p+k-k'.
\]

Thus \(p^2=c^2\), \(p\cdot k=\omega\) and \(p\cdot k'=\omega'\). Both polarizations are linear, so \(\epsilon,\epsilon'\) are real, with \(\epsilon^2=\epsilon'^2=-1\) and \(\epsilon\cdot k=\epsilon'\cdot k'=0\).

Squaring \(p'=p+k-k'\) and using \(p'^2=c^2\) gives \(p\cdot k-p\cdot k'=k\cdot k'\), that is

\[
\omega-\omega'=\frac{\omega\omega'}{c^2}(1-\cos\theta),\qquad
r\equiv\frac{\omega}{\omega'}=1+\frac{\omega}{c^2}(1-\cos\theta).
\]

Squaring \(p'-k=p-k'\) and \(p'+k'=p+k\) gives two products needed later: \(p'\cdot k=\omega'\) and \(p'\cdot k'=\omega\).

**Q.** And the amplitude? I would rather not accept Feynman rules with unexplained factors.

**A.** Then take second-order perturbation theory. The Dirac Hamiltonian of an electron in a vector potential is \(c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)+\beta c^2\), so the coupling is \(\boldsymbol\alpha\cdot\mathbf A\). One photon in a volume \(V\) has amplitude \(c\sqrt{2\pi/(\omega V)}\) in \(\mathbf A\). Absorption may precede emission or follow it:

\[
T=\frac{2\pi c^2}{V\sqrt{\omega\omega'}}\,w'^\dagger\big[\boldsymbol\alpha\cdot\boldsymbol\epsilon'\,G(p+k)\,\boldsymbol\alpha\cdot\boldsymbol\epsilon+\boldsymbol\alpha\cdot\boldsymbol\epsilon\,G(p-k')\,\boldsymbol\alpha\cdot\boldsymbol\epsilon'\big]w .
\]

Here \(w,w'\) are spinors of unit norm, and \(G(q)=(cq^0-c\boldsymbol\alpha\cdot\mathbf q-\beta c^2)^{-1}\) is the sum over intermediate states divided by their energy denominators.

**Q.** That sum contains negative-energy states, which are occupied. The electron cannot go there.

**A.** True, but another process replaces the forbidden one. An electron of the filled sea, with energy \(E_s\), first jumps to the final state and emits \(\omega'\); the original electron then absorbs \(\omega\) and fills the hole. The energy denominator is \(E_s-E'-\omega'\), where \(E'\) is the final electron energy. By energy conservation this is \(-(c^2+\omega-E_s)\), the forbidden denominator with its sign reversed. Exchanging the two electrons gives another minus sign, so the term is unchanged. The same argument holds for the other ordering.

Now write \(\hat a=\gamma^\mu a_\mu\), so that \(\hat a\hat b+\hat b\hat a=2a\cdot b\) and \(\hat a\hat a=a^2\). Since \(\gamma^0(cq^0-c\boldsymbol\alpha\cdot\mathbf q-\beta c^2)=c(\hat q-c)\),

\[
G(q)=\frac{(\hat q+c)\gamma^0}{c\,(q^2-c^2)} .
\]

The denominators contain \((p+k)^2-c^2=2\omega\) and \((p-k')^2-c^2=-2\omega'\). With \(\boldsymbol\alpha=\gamma^0\boldsymbol\gamma\) and purely spatial polarizations, \(\hat\epsilon=-\boldsymbol\gamma\cdot\boldsymbol\epsilon\); the two minus signs cancel. I rescale the spinors to \(\bar uu=2c\), which means \(u^\dagger u=2E/c\). The initial and final norms are then \(2c\) and \(2E'/c\), whose product has square root \(2\sqrt{E'}\). Hence

\[
T=\frac{\pi c}{V\sqrt{\omega\omega'E'}}\,M,\qquad
M=\bar u'\left[\frac{\hat\epsilon'(\hat p+\hat k+c)\hat\epsilon}{2p\cdot k}-\frac{\hat\epsilon(\hat p-\hat k'+c)\hat\epsilon'}{2p\cdot k'}\right]u .
\]

**Q.** Now defend the gauge choice.

**A.** Replace \(\epsilon\) by \(k\) in \(M\). The spinors obey \((\hat p-c)u=0\) and \(\bar u'(\hat p'-c)=0\). In the first term \(\hat k\hat k=0\), and

\[
(\hat p+c)\hat k\,u=\big[2p\cdot k-\hat k(\hat p-c)\big]u=2p\cdot k\,u ,
\]

so this term becomes \(\bar u'\hat\epsilon'u\). In the second, \(p-k'=p'-k\), and

\[
\bar u'\hat k(\hat p'-\hat k+c)=\bar u'\big[2p'\cdot k-(\hat p'-c)\hat k\big]=2p\cdot k'\,\bar u' ,
\]

so it becomes \(-\bar u'\hat\epsilon'u\). The sum is zero, although neither term is. The same algebra with the photons interchanged covers \(\epsilon'\to k'\). We may therefore shift

\[
\epsilon\to\epsilon-\frac{\epsilon\cdot p}{k\cdot p}\,k,\qquad
\epsilon'\to\epsilon'-\frac{\epsilon'\cdot p}{k'\cdot p}\,k'
\]

without changing \(M\). The new vectors satisfy \(\epsilon\cdot p=\epsilon'\cdot p=0\). They keep their norm and remain orthogonal to their own photon momenta, because \(k^2=\epsilon\cdot k=0\), and likewise for the primed pair.

For an electron at rest no shift is needed: \(p\) has only a time component and ordinary transverse polarizations have none. The condition selects \(p\), not \(p'\). In fact \(p'\cdot\epsilon'=k\cdot\epsilon'\) and \(p'\cdot\epsilon=-k'\cdot\epsilon\), which are generally nonzero.

**Q.** What does the choice buy?

**A.** It lets \(\hat p\) anticommute with both \(\hat\epsilon\) and \(\hat\epsilon'\). Then \((\hat p+c)\hat\epsilon u=-\hat\epsilon(\hat p-c)u=0\), and the same holds for \(\hat\epsilon'\). Only the photon momenta survive in the numerators:

\[
M=\bar u'(A+B)u,\qquad A=\frac{\hat\epsilon'\hat k\hat\epsilon}{2\omega},\qquad B=\frac{\hat\epsilon\hat k'\hat\epsilon'}{2\omega'} .
\]

The plus sign of \(B\) comes from \(-(-\hat k')\). This shortened form depends on the gauge. The numerical check uses moving electrons to confirm that its spin-summed square agrees with that of the full amplitude after the shift and can disagree without it.

**Q.** You still have to square it. Where do the spin sums enter?

**A.** With \(\bar uu=2c\), the sum of \(u\bar u\) over spins is \(\hat p+c\). Averaging over the initial spin supplies one half:

\[
X\equiv\tfrac12\sum_{\text{spins}}|M|^2=\tfrac12\,\mathrm{Tr}\big[(\hat p'+c)(A+B)(\hat p+c)(\bar A+\bar B)\big],
\]

where the bar reverses the order of the factors, since the polarizations are real. I need three trace rules. An odd number of gamma matrices has zero trace, \(\mathrm{Tr}[\hat a\hat b]=4a\cdot b\), and

\[
\mathrm{Tr}[\hat a\hat b\hat d\hat f]=4\big[(a\cdot b)(d\cdot f)-(a\cdot d)(b\cdot f)+(a\cdot f)(b\cdot d)\big].
\]

Start with \(A\bar A\). The term with \(c^2\) contains \(\hat k\hat\epsilon\hat\epsilon\hat k=-\hat k\hat k=0\), and terms with a single \(c\) are odd. In the rest, \(\hat\epsilon\hat p\hat\epsilon=-\hat p\hat\epsilon\hat\epsilon=\hat p\), then \(\hat k\hat p\hat k=2\omega\hat k\), and finally \(\hat\epsilon'\hat k\hat\epsilon'=2(k\cdot\epsilon')\hat\epsilon'+\hat k\). So

\[
X_{AA}=\frac{2\omega}{8\omega^2}\mathrm{Tr}[\hat p'\hat\epsilon'\hat k\hat\epsilon']
=\frac{2(k\cdot\epsilon')(p'\cdot\epsilon')+p'\cdot k}{\omega}
=\frac{\omega'}{\omega}+\frac{2(k\cdot\epsilon')^2}{\omega}.
\]

For \(B\bar B\) the same steps, with the photons interchanged, give

\[
X_{BB}=\frac{2(k'\cdot\epsilon)(p'\cdot\epsilon)+p'\cdot k'}{\omega'}
=\frac{\omega}{\omega'}-\frac{2(k'\cdot\epsilon)^2}{\omega'} .
\]

The sign changed because \(p'\cdot\epsilon=-k'\cdot\epsilon\).

**Q.** These pieces contain \(k\cdot\epsilon'\) and \(k'\cdot\epsilon\). If they survive, the result depends on more than the angle between the polarizations.

**A.** The interference decides that. A trace is unchanged when its gamma matrices are reversed, so the two cross terms are equal, and together they are

\[
X_{AB}=\frac{1}{4\omega\omega'}\mathrm{Tr}\big[(\hat p'+c)\hat\epsilon'\hat k\hat\epsilon(\hat p+c)\hat\epsilon'\hat k'\hat\epsilon\big]
=\frac{T_1+T_2+T_3}{4\omega\omega'} .
\]

I split \(\hat p'+c\) into \(\hat p+c\), \(\hat k\) and \(-\hat k'\), in that order.

In \(T_1\), moving the two factors \(\hat p+c\) past \(\hat\epsilon'\) and \(\hat\epsilon\) turns them into \(c-\hat p\). Between them stands \(\hat k\), and

\[
(c-\hat p)\hat k(c-\hat p)=(c-\hat p)\big[(c+\hat p)\hat k-2\omega\big]=-2\omega(c-\hat p),
\]

because \((c-\hat p)(c+\hat p)=c^2-p^2=0\). The \(c\) on the right gives an odd trace. What remains, after a cyclic rotation and \(\hat\epsilon'\hat k'=-\hat k'\hat\epsilon'\), is

\[
T_1=2\omega\,\mathrm{Tr}[\hat p\hat\epsilon\hat\epsilon'\hat k'\hat\epsilon\hat\epsilon']
=-2\omega\,\mathrm{Tr}[\hat p\hat\epsilon\hat k'\hat\epsilon'\hat\epsilon\hat\epsilon'] .
\]

Insert \(\hat\epsilon'\hat\epsilon\hat\epsilon'=2(\epsilon\cdot\epsilon')\hat\epsilon'+\hat\epsilon\). The two traces are \(\mathrm{Tr}[\hat p\hat\epsilon\hat k'\hat\epsilon']=-4\omega'(\epsilon\cdot\epsilon')\) and \(\mathrm{Tr}[\hat p\hat\epsilon\hat k'\hat\epsilon]=4\omega'\), so

\[
T_1=-2\omega\big[-8\omega'(\epsilon\cdot\epsilon')^2+4\omega'\big]=8\omega\omega'\big[2(\epsilon\cdot\epsilon')^2-1\big].
\]

In \(T_2\) and \(T_3\) the remaining \(c\) gives an odd trace. For \(T_2\), use \(\hat k\hat\epsilon'\hat k=2(k\cdot\epsilon')\hat k\), then \(\hat\epsilon\hat k\hat\epsilon=\hat k\):

\[
T_2=2(k\cdot\epsilon')\,\mathrm{Tr}[\hat k\hat p\hat\epsilon'\hat k']=-8\omega'(k\cdot\epsilon')^2 .
\]

For \(T_3\), use \(\hat k'\hat\epsilon\hat k'=2(k'\cdot\epsilon)\hat k'\), then \(\hat\epsilon'\hat k'\hat\epsilon'=\hat k'\):

\[
T_3=-2(k'\cdot\epsilon)\,\mathrm{Tr}[\hat k'\hat k\hat\epsilon\hat p]=8\omega(k'\cdot\epsilon)^2 .
\]

Therefore

\[
X_{AB}=4(\epsilon\cdot\epsilon')^2-2-\frac{2(k\cdot\epsilon')^2}{\omega}+\frac{2(k'\cdot\epsilon)^2}{\omega'} .
\]

The last two terms cancel those in \(X_{AA}\) and \(X_{BB}\), leaving

\[
X=\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-2+4(\epsilon\cdot\epsilon')^2 .
\]

**Q.** Show me the cancellation with numbers.

**A.** Take a 200000 eV photon, \(\theta=60^\circ\), an azimuth of \(30^\circ\) from \(\boldsymbol\epsilon\), and \(\boldsymbol\epsilon'\) in the scattering plane. Then \(\omega/\omega'=1.19570\), \(\omega'/\omega=0.83633\) and \((\epsilon\cdot\epsilon')^2=0.43301^2=0.18750\). The terms that must cancel are \(2(k\cdot\epsilon')^2/\omega=0.58709\) and \(2(k'\cdot\epsilon)^2/\omega'=0.36825\). The pieces are

\[
\begin{aligned}
X_{AA}&=0.83633+0.58709=1.42342,\\
X_{BB}&=1.19570-0.36825=0.82745,\\
X_{AB}&=0.75000-2-0.58709+0.36825=-1.46884 .
\end{aligned}
\]

Their sum is 0.78203, which is also what the final formula gives.

**Q.** \(X\) is not yet a cross section.

**A.** Divide the golden-rule rate by the flux \(c/V\). The density of photon states per unit total energy needs, at fixed direction, the derivative of \(\omega'+E'\), where \(E'^2=c^4+\omega^2+\omega'^2-2\omega\omega'\cos\theta\):

\[
\frac{d(\omega'+E')}{d\omega'}=\frac{E'+\omega'-\omega\cos\theta}{E'}=\frac{c^2+\omega(1-\cos\theta)}{E'}=\frac{c^2\omega}{\omega'E'} .
\]

The second step uses \(E'+\omega'=c^2+\omega\). Then

\[
\frac{d\sigma}{d\Omega}=\frac Vc\,2\pi\,\frac{\pi^2c^2X}{V^2\omega\omega'E'}\,\frac{V\omega'^2}{(2\pi c)^3}\,\frac{\omega'E'}{c^2\omega}
=\frac{1}{4c^4}\left(\frac{\omega'}{\omega}\right)^2X .
\]

The length \(1/c^2\) is the classical electron radius, \(2.81794\times10^{-5}\) angstrom. At low energy \(\omega'\to\omega\), and the cross section becomes \((\boldsymbol\epsilon\cdot\boldsymbol\epsilon')^2/c^4\), the Thomson result for a charge shaken along \(\boldsymbol\epsilon\). The recoil term

\[
\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-2=\frac{(\omega-\omega')^2}{\omega\omega'}
\]

is never negative, and it permits scattering even into \(\boldsymbol\epsilon'\perp\boldsymbol\epsilon\).

As an independent check, the cross section was also computed from diagonalized Dirac Hamiltonians with an explicit sum over intermediate states. Over 60 random energies and geometries, the largest deviation relative to the formula was \(1.4\times10^{-10}\).

**Q.** Can I put circular polarizations into \(X\), with \(|\epsilon\cdot\epsilon'^*|^2\) in place of the square?

**A.** Not in general. I used \(\hat\epsilon\hat\epsilon=-1\) repeatedly, with the same vector in the amplitude and its conjugate. A circular vector has \(\epsilon^2=0\) and differs from its conjugate, so those steps fail. For equal circular polarizations at 200000 eV and \(60^\circ\), the direct calculation gives \(X=2.29804\), while the substitution gives 2.28203. The difference is about 0.7 percent of the direct value: small here, but not rounding. It equals \((\omega/\omega'+\omega'/\omega-2)\cos\theta=0.03203\times0.5\), so it vanishes at \(90^\circ\) and changes sign beyond it; at \(120^\circ\) the direct value is 0.35859 and the substitution gives 0.46717.

**Q.** A usual detector does not measure \(\boldsymbol\epsilon'\). Why would it still see the beam's polarization?

**A.** Because the direction of the scattered photon restricts \(\boldsymbol\epsilon'\). Two orthogonal final polarizations and \(\mathbf n'\) form a complete set of axes, so

\[
\sum_{\epsilon'}(\boldsymbol\epsilon\cdot\boldsymbol\epsilon')^2=1-(\boldsymbol\epsilon\cdot\mathbf n')^2=1-\sin^2\theta\cos^2\phi ,
\]

with the azimuth \(\phi\) measured from \(\boldsymbol\epsilon\). The other terms of \(X\) are counted twice. With \(S=r+1/r\), the summed \(X\) is \(2S-4+4-4\sin^2\theta\cos^2\phi\), and

\[
\frac{d\sigma}{d\Omega}=\frac{1}{2c^4r^2}\big[S-2\sin^2\theta\cos^2\phi\big]
=\frac{1}{2c^4r^2}\big[S-\sin^2\theta-\sin^2\theta\cos2\phi\big].
\]

A beam with degree of linear polarization \(P\) and no circular component is a mixture of fractions \((1+P)/2\) along \(\boldsymbol\epsilon\) and \((1-P)/2\) across it. For the second part \(\cos2\phi\) changes sign, so the counts follow

\[
N(\phi)\propto1-\mu P\cos2\phi,\qquad \mu=\frac{\sin^2\theta}{\omega/\omega'+\omega'/\omega-\sin^2\theta} .
\]

The counts are highest perpendicular to the polarization. The low-energy limit is \(\mu=\sin^2\theta/(1+\cos^2\theta)\), which reaches 1 at \(90^\circ\): an oscillating dipole does not radiate along its axis. At higher energy the recoil term fills that dark direction and lowers \(\mu\).

**Q.** How much is left at 200000 eV?

**A.** The electron rest energy is 510999 eV, so \(\omega/c^2=0.39139\). At \(90^\circ\), \(r=1.39139\), \(1/r=0.71871\), and the scattered photon has \(200000/1.39139\approx143741\) eV. With \(S=2.11010\),

\[
\mu=\frac{1}{2.11010-1}=0.9008 .
\]

The cross section is \(4.3275\times10^{-10}\) angstrom\(^2\)/sr across the polarization (\(1.5454\times10^{-9}\) bohr\(^2\)/sr) and \(2.2579\times10^{-11}\) angstrom\(^2\)/sr along it. Their ratio is \(2.11010/0.11010\approx19.17\). For \(P=0.60\), \(\mu P=0.5405\), and the count ratio falls to \(1.5405/0.4595\approx3.35\).

**Q.** Then I should put the detector at \(90^\circ\).

**A.** For the largest modulation, put it forward of \(90^\circ\). Write \(\mu=1/(S/\sin^2\theta-1)\), so the best angle minimizes \(S/\sin^2\theta\). Since \(r\ge1\) grows with \(\theta\) and \(dS/dr=1-1/r^2\), \(S\) grows too. An angle beyond \(90^\circ\) therefore loses to its supplement, which has the same sine and a smaller \(S\). At \(90^\circ\) itself \(\sin^2\theta\) is stationary while \(S\) is still rising, so a small step forward improves \(\mu\). The maximum lies below \(90^\circ\) for every \(\omega>0\):

| Photon energy (eV) | \(\mu\) at \(90^\circ\) | Best angle | \(\mu\) there |
|---:|---:|---:|---:|
| 50000 | 0.9914 | \(89.76^\circ\) | 0.9914 |
| 200000 | 0.9008 | \(87.49^\circ\) | 0.9042 |
| 500000 | 0.6739 | \(81.85^\circ\) | 0.6982 |
| 1000000 | 0.4357 | \(74.60^\circ\) | 0.4846 |

At 200000 eV the gain is slight; at 1000000 eV it is about 11 percent of the \(90^\circ\) value. "Best" here means the largest modulation. The statistical error of a measured \(P\) also depends on the number of counts, so the angle that minimizes it can be different.

**Q.** A real detector also accepts a range of angles.

**A.** Then the constant and the \(\cos2\phi\) parts of the counts must be integrated separately. The result is an average of \(\mu\):

\[
\mu_{\rm ring}=\frac{\int\mu(\theta)\,g(\theta)\,d\theta}{\int g(\theta)\,d\theta},\qquad
g(\theta)=\frac{\sin\theta}{r^2}\big(S-\sin^2\theta\big).
\]

For a full ring from \(60^\circ\) to \(120^\circ\), divided into narrow azimuthal sectors and with the same detection efficiency for every direction and scattered energy, this is 0.769 at 200000 eV. A sector of finite width \(\Delta\phi\) averages \(\cos2\phi\) over that width, which multiplies the observed modulation by a further factor \(\sin\Delta\phi/\Delta\phi\). At 200000 eV the wider ring collects more photons but responds less strongly to polarization than a narrow ring at \(90^\circ\), where \(\mu=0.9008\). This is not a rule for all energies: at several MeV the best angle lies so far forward that widening a ring centered on \(90^\circ\) can raise its modulation.

These figures describe single scattering from free electrons at rest. In a material, binding and the motion of the electrons alter the kinematics, and repeated scattering changes the azimuthal distribution. These effects, like radiative corrections, lie outside the formula and must be assessed before a measured modulation is converted into \(P\).

## Numbers as computed

```
speed of light c = 1/alpha (atomic units): 137.035999
electron rest energy: 510999.0 eV
classical electron radius: 2.817940e-05 angstrom
largest relative error, direct vs formula: 1.4e-10
photon energy: 200000 eV
photon energy / rest energy: 0.39139
-- scattering angle 90 deg --
scattered photon energy: 143741.1 eV
w/w1: 1.39139   w1/w: 0.71871
recoil term w/w1 + w1/w - 2: 0.11010
X for e1 parallel to e: 4.11010
X for e1 perpendicular to e: 0.11010
summed dsigma/dOmega, phi = 0: 2.2579e-11 angstrom^2/sr
summed dsigma/dOmega, phi = 90 deg: 4.3275e-10 angstrom^2/sr
the same, phi = 90 deg: 1.5454e-09 bohr^2/sr
ratio phi = 90 deg to phi = 0: 19.166
modulation mu: 0.90082
beam polarization P: 0.60   mu P: 0.54049
count ratio phi = 90 deg to 0 for this P: 3.3525
-- best angle and ring detector --
best angle: 87.49 deg
modulation at best angle: 0.90419
ring 60 to 120 deg, modulation: 0.76865
-- other photon energies --
50000 eV: mu(90 deg) 0.9914, best angle 89.76 deg, mu there 0.9914
200000 eV: mu(90 deg) 0.9008, best angle 87.49 deg, mu there 0.9042
500000 eV: mu(90 deg) 0.6739, best angle 81.85 deg, mu there 0.6982
1000000 eV: mu(90 deg) 0.4357, best angle 74.60 deg, mu there 0.4846
-- traces at theta 60 deg, phi 30 deg, e1 in scattering plane --
w/w1: 1.19570   w1/w: 0.83633   e.e1 (3-vectors): 0.43301
2 (k.e1)^2/w: 0.58709   2 (k1.e)^2/w1: 0.36825
first diagram squared: 1.42342
second diagram squared: 0.82745
interference: -1.46884
sum of traces: 0.78203   X from formula: 0.78203
-- equal circular polarizations, theta 60 deg --
X computed from the states: 2.29804
X from the linear formula with |e.e1*|^2: 2.28203
```
